# Positronium from hydrogen: polarizability, dispersion coefficient and 2P lifetime

## Question

I want three properties of positronium (one electron, one positron) without solving the atom again. For hydrogen with an infinitely heavy nucleus I have, in atomic units, a static polarizability of 4.5 $a_0^3$ and a dispersion coefficient $C_6=6.499\ E_\mathrm h a_0^6$ for two ground-state atoms. The radiative lifetime of the 2P level is 1.595 ns.

The reduced mass of positronium is half the electron mass, so energies are halved and the electron–positron distance is doubled. But the centre of mass lies midway between the particles, so the electron is as far from it as in hydrogen. I therefore left the dipole matrix elements alone and changed only the energies. This gives a polarizability of 9 $a_0^3$, twice the hydrogen $C_6$, and a lifetime of 12.8 ns, because the decay rate contains the cube of the transition energy.

Is this right? If not, what are the correct powers of the reduced mass, and where do the hydrogen values come from?

## Answer

Your energies are right, but your dipole is too small by a factor of two. The positron is displaced too, in the opposite direction and with the opposite charge, so it contributes as much to the dipole as the electron does.

I use atomic units ($\hbar=m_e=e=1$, so $c=1/\alpha_\mathrm{fs}$, with $\alpha_\mathrm{fs}$ the fine-structure constant). The model is the nonrelativistic Coulomb problem. Spin splittings, radiative level shifts and annihilation are left out.

### The internal Hamiltonian

Let the positive particle have mass $m_+$ and charge $+1$. Define

$$
\mathbf r=\mathbf r_e-\mathbf r_+,\qquad
\mathbf X=\frac{\mathbf r_e+m_+\mathbf r_+}{M},\qquad M=1+m_+ .
$$

The chain rule gives $\nabla_e=\frac1M\nabla_X+\nabla_r$ and $\nabla_+=\frac{m_+}{M}\nabla_X-\nabla_r$. In the kinetic energy

$$
-\tfrac12\nabla_e^2-\tfrac1{2m_+}\nabla_+^2
$$

the cross terms are $-\frac1M\nabla_X\cdot\nabla_r$ and $+\frac1M\nabla_X\cdot\nabla_r$, which cancel. The $\nabla_r^2$ terms add to $-\frac12(1+1/m_+)\nabla_r^2$. The internal Hamiltonian is therefore

$$
H=-\frac{1}{2\mu}\nabla_r^2-\frac1r,\qquad \mu=\frac{m_+}{1+m_+}.
$$

Now set $\mathbf r=\boldsymbol\rho/\mu$. Then $\nabla_r^2=\mu^2\nabla_\rho^2$ and $1/r=\mu/\rho$, so

$$
H=\mu\left(-\tfrac12\nabla_\rho^2-\frac1\rho\right)=\mu\,h ,
$$

where $h$ is the Hamiltonian of infinite-mass hydrogen. Every internal energy is $\mu$ times its hydrogen value, and every matrix element of $\mathbf r$ is $1/\mu$ times its hydrogen value. For positronium $\mu=1/2$: the 1S and 2P energies are $-0.25$ and $-0.0625\ E_\mathrm h$, and their difference is $0.1875\ E_\mathrm h$.

### The dipole

The dipole moment of the pair is

$$
\mathbf d=-\mathbf r_e+\mathbf r_+=-\mathbf r
$$

for any mass ratio. In positronium the electron sits at $+\mathbf r/2$ and the positron at $-\mathbf r/2$ from the centre of mass. Their contributions are $-\mathbf r/2$ each, and the sum is $-\mathbf r$. You kept one of the two. All three quantities contain products of dipole matrix elements: two factors in the polarizability and the decay rate, four in $C_6$. Your polarizability is thus too small by 4, your lifetime too long by 4, and your $C_6$ too small by 16.

### Polarizability

In a uniform field $F$ along $z$ the extra energy is $-\mathbf F\cdot\mathbf d=Fz$. The polarizability $\alpha$ is defined by the energy shift $-\frac12\alpha F^2$. Second-order perturbation theory gives the shift $-F^2\sum_n|\langle n|z|0\rangle|^2/(E_n-E_0)$, so

$$
\alpha=2\sum_{n\neq0}\frac{|\langle n|z|0\rangle|^2}{E_n-E_0}.
$$

The sum includes the continuum. The numerator scales as $\mu^{-2}$ and the denominator as $\mu$. Hence $\alpha(\mu)=\alpha(1)\,\mu^{-3}$.

The hydrogen value can be found without the sum. The first-order wavefunction $\psi_1$ obeys

$$
(h-E_0)\psi_1+Fz\,\psi_0=0,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi}.
$$

There is no first-order energy, because $\langle z\rangle=0$. Try $\psi_1=-F\,z\,g(r)\,\psi_0$. For any function $G$,

$$
(h-E_0)(G\psi_0)=-\tfrac12\left(\nabla^2G-2\,\partial_rG\right)\psi_0 ,
$$

because $(h-E_0)\psi_0=0$ and $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$. With $G=-Fzg$, use

$$
\nabla^2(zg)=z\left(g''+\frac{4g'}r\right),\qquad \partial_r(zg)=z\left(\frac gr+g'\right).
$$

Dividing the equation by $Fz\psi_0/2$ leaves

$$
g''+\frac{4g'}{r}-\frac{2g}{r}-2g'=-2 .
$$

Insert $g=a+br$. The $1/r$ terms require $4b-2a=0$, and the constants require $-4b=-2$. So $b=\frac12$, $a=1$, and $\psi_1=-Fz(1+r/2)\psi_0$.

The second-order energy is $\langle\psi_0|Fz|\psi_1\rangle$. Since $z^2$ averages to $r^2/3$ over angles,

$$
E^{(2)}=-F^2\left(\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}\right).
$$

The radial averages follow from $\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=4(k+2)!/2^{k+3}$, which gives $\langle r^2\rangle=3$ and $\langle r^3\rangle=\frac{15}{2}$. Then $E^{(2)}=-\frac94F^2$ and $\alpha(1)=\frac92$. For positronium,

$$
\alpha=\frac92\times2^3=36\ a_0^3 ,
$$

or 5.33 Å$^3$. The atom is eight times as polarizable as hydrogen: the squared dipole gives a factor of four, and the halved excitation energies give another two.

### The interaction of two distant atoms

Place the centres of mass a distance $R$ apart along $z$. Let $\mathbf a_i$ and $\mathbf b_j$ be the positions of the charges $q_i$ and $q_j$ from their own centres, and put $\mathbf u=\mathbf b_j-\mathbf a_i$. Then

$$
\frac1{|R\hat{\mathbf z}+\mathbf u|}=\frac1R-\frac{u_z}{R^2}+\frac{3u_z^2-u^2}{2R^3}+\dots
$$

Multiply by $q_iq_j$ and sum. A term that depends on only one atom's positions vanishes, because the other atom is neutral. Among the written terms, this leaves the cross products in $u_z^2$ and $u^2$, namely $-2a_zb_z$ and $-2\,\mathbf a\cdot\mathbf b$. With $\sum_iq_i\mathbf a_i=-\mathbf r_A$ and $\sum_jq_j\mathbf b_j=-\mathbf r_B$,

$$
V=\frac{\mathbf r_A\cdot\mathbf r_B-3z_Az_B}{R^3}
=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3}.
$$

This form again holds for any mass ratio. The first-order energy vanishes, because $\langle\mathbf r\rangle=0$ in each ground state. For the same reason, $V$ couples the ground state only to states in which both atoms are excited.

In second order the $xx$, $yy$ and $zz$ parts lead to different, orthogonal pairs of p states, so their squares add without interference. By spherical symmetry the three components have equal matrix elements, and the weights are $1^2+1^2+(-2)^2=6$. Writing $z_n=\langle n|z|0\rangle$ and $\Delta_n=E_n-E_0$,

$$
E(R)=-\frac{C_6}{R^6},\qquad
C_6=6\sum_{n,m}\frac{|z_n|^2|z_m|^2}{\Delta_n+\Delta_m}.
$$

Four lengths over one energy give $\mu^{-4}/\mu$, hence $C_6(\mu)=C_6(1)\,\mu^{-5}$.

The size of the hydrogen coefficient can be estimated by hand. Replace every $\Delta_n$ by one average $\bar\Delta$. Completeness gives $\sum_n|z_n|^2=\langle z^2\rangle=\langle r^2\rangle/3=1$. The polarizability then fixes $2/\bar\Delta=\frac92$, so $\bar\Delta=\frac49$, and $C_6\approx6/(2\bar\Delta)=6.75$.

The full sum needs numerical work. I diagonalized the radial Hamiltonians for $l=0$ and $l=1$ in 30 functions each, of the form $r^{l+1}e^{-0.6r}$ times Laguerre polynomials. The eigenvectors of positive energy stand in for the continuum. The double sum over the p states gives $C_6(1)=6.49903\ E_\mathrm ha_0^6$, so the one-energy estimate is about 4% too high. For two positronium atoms,

$$
C_6=6.49903\times2^5=207.97\ E_\mathrm ha_0^6 ,
$$

or 124.27 eV Å$^6$. At $R=30\ a_0$ the $C_6$ term for fixed centres is $207.97/30^6=2.85\times10^{-7}\ E_\mathrm h$. The motion of the atoms, estimated below, reduces this by about 2%.

Reduced-mass scaling does not carry over to every multipole. The next term of $V$, of order $R^{-4}$, contains a second moment $\sum_iq_i\mathbf a_i\mathbf a_i$ of one atom multiplied by the dipole of the other. In infinite-mass hydrogen this moment is $-\mathbf r\mathbf r$. In positronium it is $-\frac14\mathbf r\mathbf r+\frac14\mathbf r\mathbf r=0$. It depends on how the mass is shared, so a hydrogen result built on the quadrupole cannot be transferred by changing $\mu$ alone.

### The 2P lifetime

Quantize the radiation field in a volume $\Omega$. A mode of frequency $\omega$ and polarization $\boldsymbol\epsilon$ has electric-field amplitude $\sqrt{2\pi\omega/\Omega}$. This makes its zero-point energy correct: the mean of $E^2$ is $2\pi\omega/\Omega$, the magnetic part is equal, and $\Omega(E^2+B^2)/(8\pi)=\omega/2$.

The coupling is $-\mathbf d\cdot\mathbf E=\mathbf r\cdot\mathbf E$, so the squared amplitude for emission is $(2\pi\omega/\Omega)|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2$, with $\mathbf r_{fi}=\langle1s|\mathbf r|2p\rangle$. The number of modes per unit energy in a solid angle $d\Theta$ is $\Omega\,\omega^2d\Theta/\left((2\pi)^3c^3\right)$. The golden rule multiplies these two factors by $2\pi$:

$$
dA=\frac{\omega^3}{2\pi c^3}\,|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2\,d\Theta .
$$

For the $2p_0$ state only the $z$ component of $\mathbf r_{fi}$ is nonzero. The sum over the two polarizations gives $|z_{fi}|^2\sin^2\theta$, and $\int\sin^2\theta\,d\Theta=8\pi/3$. Therefore

$$
A=\frac43\,\alpha_\mathrm{fs}^3\,\omega^3\,|z_{fi}|^2 .
$$

The other $2p$ states have the same rate by rotational symmetry. In this model 2S is degenerate with 2P, so $\omega=0$ for that transition and 1S is the only final level.

For hydrogen, $\psi_{2p_0}=z\,e^{-r/2}/(4\sqrt{2\pi})$, and

$$
z_{fi}=\frac1{4\sqrt2\,\pi}\cdot\frac{4\pi}3\int_0^\infty r^4e^{-3r/2}dr
=\frac{24}{3\sqrt2}\left(\frac23\right)^5=\frac{256}{243\sqrt2}=0.7449 .
$$

For general $\mu$ this is divided by $\mu$, so $|z_{fi}|^2=2^{15}/(3^{10}\mu^2)$. The transition energy is $\omega=\mu\left(\frac12-\frac18\right)=\frac38\mu$. Then

$$
A=\frac43\,\alpha_\mathrm{fs}^3\cdot\frac{3^3\mu^3}{2^9}\cdot\frac{2^{15}}{3^{10}\mu^2}
=\left(\frac23\right)^8\alpha_\mathrm{fs}^3\,\mu .
$$

The rate is proportional to $\mu$, and the lifetime to $1/\mu$. With $\alpha_\mathrm{fs}=0.00729735$ and the atomic unit of time $2.418884\times10^{-8}$ ns,

$$
\tau(1)=\left(\frac32\right)^8\frac{2.418884\times10^{-8}\ \text{ns}}{(0.00729735)^3}=1.595\ \text{ns},
\qquad
\tau_\mathrm{Ps}=2\,\tau(1)=3.19\ \text{ns}.
$$

Halving the frequency reduces the rate by eight, while doubling the dipole raises it by four. The net result is half the hydrogen rate. Your 12.8 ns contains the first factor but not the second.

### A case close to hydrogen

Muonium, an electron bound to a positive muon, has $\mu=0.995187$. The same formulas give

- $\alpha=4.5/\mu^3=4.566\ a_0^3$,
- $C_6=6.49903/\mu^5=6.658\ E_\mathrm ha_0^6$,
- $\tau=1.5953/\mu=1.603$ ns.

Relative to infinite-mass hydrogen these are increases of about 1.5%, 2.4% and 0.5%. For $\mu=1-\delta$ with small $\delta$, the relative changes are $3\delta$, $5\delta$ and $\delta$ to first order, and here $\delta\approx0.0048$. As $m_+\to\infty$, $\delta\to0$ and the hydrogen values return.

The same reasoning shows what to do if your starting values belong to hydrogen with a real proton. The scaling variable is then the ratio of the two reduced masses, not $\mu$ itself.

### Where the numbers apply

**Accuracy.** Relativistic corrections are of relative order $\alpha_\mathrm{fs}^2$, about $5\times10^{-5}$, and radiative corrections are also missing. The value 207.97 is a result of the nonrelativistic model, and its last digit should not be read as a prediction for the real atom.

**Separation.** The law $-C_6/R^6$ needs $R$ much larger than the atom, so that exchange of electrons or positrons between the atoms and the higher multipoles are small. It also needs $R$ much smaller than the reduced transition wavelength $c/\omega=1/(0.00729735\times0.1875)=731\ a_0$. At larger distances the travel time of the field matters, and the instantaneous Coulomb interaction is no longer adequate.

**Motion of the atoms.** I held the centres of mass fixed. Positronium is light, so this deserves an estimate. Let $\Psi_R$ be the real, normalized internal state at fixed $\mathbf R$, and $\chi(\mathbf R)$ the wavefunction of the relative motion, whose reduced mass is 1. In the mean kinetic energy $\frac12\langle|\nabla_R(\chi\Psi_R)|^2\rangle$ the cross terms vanish, because normalization gives $\langle\Psi_R|\nabla_R\Psi_R\rangle=0$. The motion therefore adds $\frac12\langle|\nabla_R\Psi_R|^2\rangle$ to the energy at fixed $\mathbf R$. At large $R$ the state $\Psi_R$ depends on $\mathbf R$ mainly through its doubly excited part, which is proportional to $R^{-3}$. Its gradient varies as $R^{-4}$ and the added energy as $R^{-8}$, so relative to the dispersion energy this correction falls as $R^{-2}$. Its coefficient is not small. The weights in $V$ are the second derivatives of $1/R$, whose squares add to $6/R^6$. Their gradients are the third derivatives, whose squares add to $90/R^8$. The added energy is therefore $+\frac{45}{R^8}\sum_{n,m}|z_n|^2|z_m|^2/(\Delta_n+\Delta_m)^2$. With one average energy, $\bar\Delta=\frac49\mu=\frac29$, its ratio to $C_6/R^6$ is $7.5/(2\bar\Delta R^2)\approx17/R^2$: about 4% at $20\ a_0$ and 2% at $30\ a_0$, opposing the attraction. The estimate assumes atoms slow enough for the internal state to follow their motion.

**Emission.** The photon has an energy of 5.10 eV and a wavelength of 243.0 nm. The mean electron–positron distance is 3 $a_0$ in 1S and 10 $a_0$ in 2P, against a reduced wavelength of 731 $a_0$, so the field is nearly uniform across it. Parity removes the correction linear in this ratio from the 2P–1S amplitude, and the first one left is quadratic.

**Annihilation.** Ground-state positronium lives for roughly 0.1 ns in the spin singlet and roughly 140 ns in the triplet. Both times are far longer than the internal time $1/\omega\approx1.3\times10^{-7}$ ns, so a ground-state polarizability and a $C_6$ are meaningful while the atom exists. The 3.19 ns is the lifetime against photon emission to 1S. Any direct annihilation from 2P would add its own rate to $A$. That rate is suppressed because the 2P wavefunction vanishes where the electron and positron meet.

Numerical values quoted here were computed with a short program.
